# Speed of a saturating adsorption front in plug flow

A carrier gas flows through a long, narrow channel whose walls are to be coated by atomic layer deposition. At some moment a precursor is mixed into the gas at the inlet. The gas crosses the channel in a time \(L/u\), where \(L\) is the length and \(u\) the gas speed, but the far end of the wall is still bare at that time. Each precursor molecule that reaches vacant wall may stick there. If capture is fast compared with the passage of the gas, the first stretch of wall strips the gas until it is full. Then the next stretch does the same. A boundary between full and empty wall creeps downstream, and the coating is complete only when it has reached the outlet. How fast does the boundary move?

## The model and the claim

Let the channel have cross-section \(A\) and wetted perimeter \(P\), and let \(x\) be the distance from the inlet. The precursor has number density \(n(x,t)\), averaged over the cross-section. The wall can take up at most \(s\) molecules per unit area, and a fraction \(\theta(x,t)\) of this capacity is used. The wall starts empty, and from \(t=0\) the feed has the constant density \(n_0\).

The precursor is dilute, so that its removal does not change \(u\). Temperature and pressure are uniform, adsorption is irreversible, and a full wall takes up nothing more. "Plug flow" means that one speed \(u\) carries the whole cross-section and, at first, that axial diffusion is neglected.

Two quantities per unit length matter. The wall capacity is \(Ps\), and the precursor inventory of gas at feed density is \(An_0\). Their ratio is

\[
K=\frac{Ps}{An_0}. \tag{1}
\]

The claim is that, once the front has travelled much farther than the distance over which an empty wall strips the gas, its speed is

\[
V=\frac{u}{1+K}. \tag{2}
\]

The gas speed is thus divided by \(1+K\). Two derivations follow. One counts molecules, and the other solves the adsorption kinetics. SI units are used, since atomic units are unnatural for a reactor.

## First derivation: counting molecules

Consider a slice of channel between \(x\) and \(x+dx\). It holds \(An\,dx\) molecules in the gas and \(Ps\theta\,dx\) on the wall. Flow brings in \(Aun\) per unit time at \(x\) and removes the same expression evaluated at \(x+dx\). No molecules are created or lost, so

\[
A\frac{\partial n}{\partial t}+Ps\frac{\partial\theta}{\partial t}
=-Au\frac{\partial n}{\partial x}. \tag{3}
\]

Integrate this over \(x\) from the inlet to a point that the gas has not yet reached. The right side becomes \(Aun_0\), because \(n=n_0\) at the inlet and \(n=0\) at the far point. Integrating over time from the empty start gives

\[
An_0\,ut=A\int n\,dx+Ps\int\theta\,dx. \tag{4}
\]

The left side is what has been fed, and the right side says where it is.

Now suppose that the front is sharp and stands at \(x_f\). Behind it the wall is full and removes nothing, so the gas has its feed density: \(\theta=1\), \(n=n_0\). Ahead of it there is no precursor, either on the wall or in the gas. The integrals are then \(n_0x_f\) and \(x_f\), and

\[
An_0\,ut=(An_0+Ps)\,x_f
\quad\Longrightarrow\quad
x_f=\frac{An_0}{An_0+Ps}\,ut=\frac{ut}{1+K}. \tag{5}
\]

This is equation (2). The term 1 in \(1+K\) is the precursor needed to fill the gas space behind the front, and \(K\) is the precursor needed to fill the wall. The wall holds the fraction \(K/(1+K)\) of the feed.

The same balance can be read by an observer moving with the front. Gas approaches at the relative speed \(u-V\) and delivers \(An_0(u-V)\) molecules per unit time. Fresh wall capacity passes at the rate \(PsV\). Since all arriving molecules are captured,

\[
An_0(u-V)=PsV, \tag{6}
\]

which gives \(u=V(1+K)\) again. Equation (6) uses the gas speed on the feed side alone. If the precursor is not dilute and its removal slows the gas ahead, the balance still holds with \(u\) taken behind the front, provided that no precursor leaks ahead and the feed-side state is steady.

The limits follow from \(K\). For \(K\ll1\) the wall needs little compared with the gas, and the front nearly keeps up with the flow. For \(K\gg1\),

\[
V\simeq\frac{u}{K}=\frac{An_0u}{Ps}, \tag{7}
\]

which is the molecular feed rate divided by the capacity per length. In this regime, doubling the precursor density doubles the front speed.

The count leaves a gap. It presupposes a sharp front, and says nothing about whether one forms, how wide it is, or how long it takes to settle.

## Second derivation: solving the kinetics

**The adsorption rate.** In a gas with isotropic velocities and mean speed \(\bar v\), half of the molecules move towards a given wall. Their mean velocity component along the normal is \(\bar v\int_0^1\mu\,d\mu=\bar v/2\), where \(\mu\) is the cosine of the angle to the normal. The flux onto the wall is therefore \(n\bar v/4\). For the Maxwell distribution, with \(a^2=k_BT_g/m\), gas temperature \(T_g\) and molecular mass \(m\),

\[
\bar v=\sqrt{\frac2\pi}\,\frac1{a^3}\int_0^\infty v^3e^{-v^2/2a^2}dv
=\sqrt{\frac2\pi}\,\frac{2a^4}{a^3}
=\sqrt{\frac{8k_BT_g}{\pi m}}. \tag{8}
\]

Let a molecule stick with probability \(\beta\) on empty wall and \(\beta(1-\theta)\) on partly filled wall. This is first-order Langmuir kinetics. With the wall velocity \(k_w=\beta\bar v/4\), the uptake per area is \(s\,\partial\theta/\partial t=k_wn(1-\theta)\). Define \(c=n/n_0\). Then, after dividing equation (3) by \(An_0\),

\[
\frac{\partial c}{\partial t}+u\frac{\partial c}{\partial x}=-K\frac{\partial\theta}{\partial t},
\qquad
\frac{\partial\theta}{\partial t}=\kappa c(1-\theta),
\qquad \kappa=\frac{k_wn_0}{s}. \tag{9}
\]

**Retarded time.** The wall at \(x\) first meets precursor at \(t=x/u\), so we measure time from that moment: \(\tau=t-x/u\). At fixed \(x\), \(\partial_t=\partial_\tau\). At fixed \(t\), the chain rule gives \(\partial_x|_t=\partial_x|_\tau-u^{-1}\partial_\tau\). The two \(\tau\)-derivatives of \(c\) cancel on the left of equation (9), leaving \(u\,\partial_xc|_\tau=-K\,\partial_\tau\theta\). The dimensionless variables

\[
T=\kappa\left(t-\frac xu\right),\qquad X=\frac{\kappa Kx}{u} \tag{10}
\]

remove all parameters. Writing \(\sigma=1-\theta\) for the vacant fraction, we get

\[
\frac{\partial c}{\partial X}=\frac{\partial\sigma}{\partial T}=-c\sigma. \tag{11}
\]

The conditions are \(c=1\) at \(X=0\), for the constant feed, and \(\sigma=1\) at \(T=0\), because the wall is empty when the gas first arrives.

**Solution.** The first equality in (11) is the condition for \(c\,dT+\sigma\,dX\) to be the differential of some function. Call that function \(\ln F\), so that \(c=F_T/F\) and \(\sigma=F_X/F\), with subscripts for derivatives. Then

\[
\frac{\partial c}{\partial X}=\frac{F_{XT}}F-\frac{F_TF_X}{F^2}
=\frac{F_{XT}}F-c\sigma. \tag{12}
\]

Comparison with (11) gives \(F_{XT}=0\), hence \(F=a(T)+b(X)\). The inlet condition reads \(a'(T)=a(T)+b(0)\), so \(a(T)+b(0)=Ce^T\). The initial condition reads \(b'(X)=a(0)+b(X)\), so \(a(0)+b(X)=C'e^X\). At \(X=T=0\) both constants equal \(a(0)+b(0)\), so \(C'=C\). Adding the two expressions and subtracting \(a(0)+b(0)=C\) gives \(F=C(e^T+e^X-1)\). The factor \(C\) cancels from \(c\) and \(\sigma\):

\[
c=\frac{e^T}{e^T+e^X-1},\qquad
\theta=1-\sigma=\frac{e^T-1}{e^T+e^X-1}. \tag{13}
\]

The first gas to arrive, at \(T=0\), has \(c=e^{-X}\). It meets empty wall all the way and is depleted exponentially. This is why there is almost no precursor far ahead of the front, although the carrier gas is there.

**The front.** Divide numerators and denominators by \(e^T\). When \(T\gg1\), the terms in \(e^{-T}\) disappear and

\[
c\simeq\theta\simeq\frac1{1+e^{X-T}}. \tag{14}
\]

The exponent is

\[
X-T=\kappa\left[\frac{(1+K)x}{u}-t\right]
=\frac{x-Vt}{\ell},\qquad
V=\frac u{1+K},\quad \ell=\frac V\kappa. \tag{15}
\]

A profile of fixed shape travels at the speed found by counting. It has \(\theta=0.9\) at \(x-Vt=-\ell\ln9\) and \(\theta=0.1\) at \(x-Vt=+\ell\ln9\), so its 10–90 % width is \(2\ln9\,\ell\approx4.39\,\ell\).

**Start-up.** Setting \(\theta=q\) in (13) and solving for \(e^T\) gives \(e^T=1+\frac{q}{1-q}e^X\). Coverage \(q\) therefore reaches the point \(x\) at

\[
t_q(x)=\frac xu+\frac1\kappa\ln\left(1+\frac q{1-q}e^X\right). \tag{16}
\]

For \(q=1/2\), use \(\ln(1+e^X)=X+\ln(1+e^{-X})\) and \(x/u+X/\kappa=(1+K)x/u=x/V\):

\[
t_{1/2}(x)=\frac xV+\frac1\kappa\ln(1+e^{-X}). \tag{17}
\]

The half-covered point leaves the inlet late, by \(\ln2/\kappa\), since even the first piece of wall needs time to fill. Differentiating (17) gives its speed as \(u/[1+K/(1+e^{-X})]\). This starts at \(u/(1+K/2)\), above \(V\), and falls to \(V\) as \(X\) grows. The initial delay is made up, and the point approaches the line \(x=Vt\).

For 99 % coverage at large \(X\), equation (16) becomes \(t_{0.99}\simeq x/V+\ln99/\kappa\). This extra time does not decay with distance, because it reflects the finite width of the front.

**When the front is sharp.** From the definitions, \(\kappa K=k_wP/A\), so at the outlet

\[
X_L=\frac{k_wPL}{Au},\qquad
\frac L\ell=\frac{1+K}{K}X_L. \tag{18}
\]

The number \(X_L\) does not contain \(n_0\). It compares the time gas spends in the channel with the time an empty wall needs to strip it. Sharp-front transport requires \(X_L\gg1\). If \(X_L\) is of order one or less, a good part of the precursor passes the outlet while the wall is still filling along its whole length, and the sharp-front count does not apply. The filling time then follows from equation (16). For small \(K\), \(L/\ell\) may be large while \(X_L\) is small. The filling time is then close to \(L/V\), but only because both are close to \(L/u\): the gas moves through without being stripped.

## What each derivation assumes

The first derivation needs conservation, a saturating wall and a sharp front, but no rate law. The second needs a particular rate law and no axial diffusion, but it assumes no front: the front emerges from an empty channel. The two can be joined. Equation (13) gives \(c-\theta=1/F\), now with \(C=1\). Substituting \(\int c\,dx=\int\theta\,dx+\int dx/F\) into the count (4), divided by \(An_0\), yields

\[
\int\theta\,dx=Vt-\frac1{1+K}\int_0^{ut}\frac{dx}{F}. \tag{19}
\]

Since \(T+X/K=\kappa t\), the larger of \(T\) and \(X\) is at least \(\kappa tK/(1+K)\), and \(F\) is at least the exponential of the larger one. The last integral is therefore at most \(ut\,e^{-\kappa tK/(1+K)}\). Within this model, the sharp-front position equals the integrated coverage up to an exponentially small error, even though the front has a finite width.

The generality of the count suggests that the speed should survive changes that invalidate solution (13). Two such changes are examined first, and then one that does alter the speed.

**Axial diffusion.** Add \(D\,\partial^2c/\partial x^2\) to the right side of the first equation in (9), with \(D\) the diffusion coefficient. For a steady profile depending on \(\xi=x-Vt\), each time derivative becomes \(-V\,d/d\xi\), and

\[
(u-V)c'=Dc''+KV\theta'. \tag{20}
\]

Integrate from far ahead, where everything vanishes:

\[
(u-V)c-Dc'=KV\theta. \tag{21}
\]

Far behind, \(c=\theta=1\) and \(c'=0\), so \(u-V=KV\). The speed is unchanged. Diffusion moves molecules within the front, but it carries no net flux through the uniform gas behind it.

The position does shift. Putting \(KV=u-V\) into (21) gives \(\theta-c=-Dc'/(u-V)\). Its integral over the front is \(D/(u-V)\), because \(c\) drops by one. Let the inlet supply the fixed total flux \(un_0\), so that \(ut=\int c\,dx+K\int\theta\,dx\). Eliminating \(\int c\,dx\) and using \(u-V=uK/(1+K)\), we find at late times

\[
\int\theta\,dx=\frac{1}{1+K}\left[ut+\frac{D(1+K)}{uK}\right]=Vt+\frac D{uK}. \tag{22}
\]

The lead is constant, so it does not affect the speed.

**Slow transport across the gap.** If molecules reach the wall through a mass-transfer coefficient \(k_m\), the density \(n_w\) at the wall is below the mean \(n\). Equating supply and uptake, \(k_m(n-n_w)=k_wn_w(1-\theta)\), gives \(n_w=n/[1+B(1-\theta)]\) with \(B=k_w/k_m\). The rate becomes

\[
\frac{\partial\theta}{\partial t}=\frac{\kappa c(1-\theta)}{1+B(1-\theta)}. \tag{23}
\]

Equation (21) did not use the rate law, so \(V\) stays. Without axial diffusion, (21) gives \(c=\theta\), and (23) becomes

\[
-\frac{d\xi}{\ell}=\left[\frac1{\theta(1-\theta)}+\frac B\theta\right]d\theta. \tag{24}
\]

Integrating from 0.1 to 0.9 gives the width \((2+B)\ln9\,\ell\). Gap resistance widens the front.

**A partly covered wall.** If the coverage starts at \(\theta_0\), the wall can accept only \(s(1-\theta_0)\) more. Here the speed does change: \(K\) is replaced by \(K(1-\theta_0)\). The capacity in the claim is the vacant capacity at the start of the dose.

Some processes lie outside both derivations. If the precursor decomposes on the full wall, uptake never stops, the gas behind the front is not at feed density, and \(V\) loses its basis. Desorption also changes the uptake, since the wall behind the front need not be full. Real deposition steps also release reaction by-products into the gas; if these adsorb, they occupy sites ahead of the front and change the vacant capacity that enters \(K\).

## A worked channel

Take wide parallel plates a distance \(H=5\) mm apart. For plate width \(W\gg H\), \(P/A=2W/(WH)=2/H=400\ \mathrm{m^{-1}}\). The other model parameters are \(L=0.5\) m, \(u=4\) m/s, \(T_g=500\) K, precursor pressure \(p=5\) Pa, \(m=100\) u, \(s=4\times10^{18}\ \mathrm{m^{-2}}\), \(\beta=0.005\) and \(D=0.01\ \mathrm{m^2/s}\). For a carrier gas such as nitrogen, this \(D\) corresponds to a total pressure of roughly 200 Pa, so the precursor is dilute. Viscous drag would then lower the pressure by some 10–15 % along the channel. The model neglects this, so the numbers below describe an idealized channel at uniform pressure. With \(u\) and the pressures read as inlet values, the thinner gas downstream holds less precursor: the filling time would be about 2 % shorter, and the front speed near the outlet about 4 % higher.

The ideal-gas law gives \(n_0=p/(k_BT_g)=7.243\times10^{20}\ \mathrm{m^{-3}}\). The wall capacity per gas volume is \(400\times4\times10^{18}=1.6\times10^{21}\ \mathrm{m^{-3}}\). Hence

\[
K=\frac{1.6\times10^{21}}{7.243\times10^{20}}=2.209,\qquad
V=\frac{4}{3.209}=1.25\ \mathrm{m/s}. \tag{25}
\]

The wall takes 69 % of the feed and the gas space 31 %.

For the kinetics, \(\bar v=325\) m/s gives \(k_w=0.005\times325.4/4=0.407\) m/s and \(\kappa=73.6\ \mathrm{s^{-1}}\). The front length is \(\ell=1.2465/73.64=16.9\) mm, and the 10–90 % width is 74 mm. With \(X_L=20.3\), the front is well formed at the outlet.

The gas crosses the channel in 125 ms, while the front needs \(0.5/1.2465=0.401\) s. At that moment the outlet is half covered. Reaching 99 % there takes a further \(\ln99/\kappa=62\) ms, or 464 ms in all. At the sharp-front time, the last \(\ell\ln99\approx78\) mm of the channel are still below 99 % coverage. The feed need not last for the full 464 ms, however. In plug flow without diffusion, the gas that reaches the outlet at 464 ms left the inlet 125 ms earlier, so the feed can stop at 339 ms and the gas already in the channel brings the whole wall to about 99 % coverage or more.

The pressure dependence shows the passage between the two limits. At 1, 5 and 10 Pa the speeds are 0.33, 1.25 and 1.90 m/s. The first step multiplies the pressure by 5 and the speed by 3.75; the second multiplies them by 2 and 1.52. The gain weakens as filling the gas space takes a larger share of the feed.

Diffusion is not negligible on the scale of the front, since \(D/(u\ell)\approx0.15\). A numerical solution with diffusion gives a width of 82 mm instead of 74 mm, while the speed remains 1.25 m/s. The coverage leads \(Vt\) by 1.13 mm, in agreement with \(D/(uK)=0.01/(4\times2.209)\) m.

Across the gap, a cautious estimate that takes the whole half-gap as the diffusion path is \(k_m\sim D/(H/2)=4\) m/s, so \(B\sim0.1\) and the base model is reasonable. Raising \(B\) to 1 as a more severe case, with diffusion retained, widens the front to 119 mm and again leaves the speed at 1.25 m/s. With \(B=0\) and an initial coverage of 0.4, the effective ratio is \(0.6\times2.209=1.325\), and the predicted speed \(4/2.325=1.72\) m/s agrees with the numerical solution. The tests thus separate what changes the shape of the front from what changes its speed. The values are collected in the numerical output below.

## Computed results

```
gap 5.0 mm, length 0.50 m, gas speed 4.0 m/s
temperature 500 K, precursor pressure 5.0 Pa
molecular mass 100 u, sticking 0.005
wall uptake at saturation s = 4.00e+18 m^-2
axial diffusion coefficient D = 0.010 m^2/s
feed density n0 = 7.2430e+20 m^-3
wall capacity per gas volume P s/A = 1.6000e+21 m^-3
capacity ratio K = 2.2090
slowing factor 1 + K = 3.2090
front speed V = 1.2465 m/s
mean molecular speed = 325.37 m/s
wall velocity k_w = 0.4067 m/s
adsorption rate kappa = 73.644 s^-1
front length ell = V/kappa = 16.926 mm
channel length / ell = 29.54
10-90 % width, exact solution, D = 0: 74.38 mm
X at outlet = 20.335
gas transit time L/u = 125.00 ms
sharp-front arrival L/V = 401.13 ms
half coverage at outlet, exact = 401.13 ms
99 % coverage at outlet, exact = 463.53 ms
at t = 0.30 s: fed gas length u t = 1.2000 m
  integral of c = 0.37394 m, of theta = 0.37394 m
  fraction of feed on wall = 0.6884
  fraction of feed in gas = 0.3116
p =  1.0 Pa: K = 11.0452, V = 0.3321 m/s, ell = 22.55 mm
p =  5.0 Pa: K = 2.2090, V = 1.2465 m/s, ell = 16.93 mm
p = 10.0 Pa: K = 1.1045, V = 1.9007 m/s, ell = 12.90 mm
numerical solution with axial diffusion:
  speed = 1.2465 m/s, 10-90 % width = 81.93 mm
  lead over V t = 1.132 mm, D/(u K) = 1.132 mm
with diffusion and gap resistance B = 1:
  speed = 1.2465 m/s, 10-90 % width = 119.23 mm
with diffusion and initial coverage 0.4:
  speed = 1.7202 m/s, formula = 1.7201 m/s
```
